# Does Auger recombination have to scale as carrier density cubed?

**Question**

Auger recombination involves three carriers, so with equal electron and hole densities $n=p$ I write its rate as $R=Cn^3$. Suppose a log-log plot of a recombination rate against $n$ has a slope of about 2.8 at high injection. Does this show that some process other than Auger is contributing? Or can phase-space filling and screening lower the slope while the same three-carrier process goes on? If they can, do they always act in that direction?

**Answer**

A slope below 3 does not rule out pure Auger recombination. Filling does not always lower the slope, though: it can also raise it well above 3. What decides is where the recombining carriers sit in the Fermi distribution compared with the average carrier.

**Where the cube comes from**

I use Hartree atomic units and write $kT$ for the thermal energy. Take isotropic parabolic bands, both of mass $m$, with a fixed gap $E_g$. Electrons and holes are each in quasi-equilibrium, and $e_1,e_2,e_h$ are the energies of two electrons and a hole measured into their bands. Since the bands mirror each other and $n=p$, one quasi-Fermi energy $\mu$, also measured into the band, serves both:

$$f(e)=\frac{1}{e^{(e-\mu)/kT}+1}.$$

Electron 2 fills the hole and electron 1 takes the released energy. I count this forward process, treat the hot final state as empty, and drop the interference between direct and exchange amplitudes. The golden rule then gives

$$R\propto\int d^3k_1\,d^3k_2\,d^3k_h\; w\,f_1f_2f_h ,$$

where $w$ contains the squared matrix element and the sum over energy-conserving hot states.

For dilute carriers $f\simeq e^{\mu/kT}e^{-e/kT}$. Then $n\propto e^{\mu/kT}$ and $R\propto e^{3\mu/kT}\propto n^3$, provided $w$ does not depend on density.

If $w$ is a constant, the integral factorizes into $w\left(\int d^3k\,f\right)^3\propto n^3$ at any degeneracy. So Pauli filling of the initial states does not by itself break the cubic law. It needs a $w$ that varies with carrier energy.

**The local power**

Define $\gamma=d\ln R/d\ln n$ at fixed temperature. Differentiating the Fermi function gives

$$\frac{\partial f}{\partial\mu}=\frac{f(1-f)}{kT}.$$

Applied to the density, this yields

$$\frac{d\ln n}{d\mu}=\frac{\langle1-f\rangle_n}{kT},$$

where $\langle\cdot\rangle_n$ is an average over occupied states. Applied to the rate, the product rule gives one such term per carrier, now averaged with the weight $w f_1f_2f_h$, which I denote $\langle\cdot\rangle_R$. If $w$ also depends on a squared screening wavevector $\lambda^2$, there is one more term. Dividing $d\ln R/d\mu$ by $d\ln n/d\mu$ gives

$$\gamma=\sum_{i=1,2,h}\frac{\langle1-f_i\rangle_R}{\langle1-f\rangle_n}
+\left\langle\frac{\partial\ln w}{\partial\ln\lambda^2}\right\rangle_R\frac{d\ln\lambda^2}{d\ln n}.$$

The factor $1-f$ measures how far a state is from being full. Extra density goes mostly into partly empty states near the Fermi level. If the process draws on deep, nearly full states, it gains little from the added carriers.

The sign of a carrier term can be proved. Integrate over the other two carriers and over the direction of carrier $i$, leaving an effective weight $W(e)$. With $e$ and $e'$ drawn independently from the occupied states,

$$\langle W(1-f)\rangle_n-\langle W\rangle_n\langle1-f\rangle_n
=\tfrac12\big\langle[W(e)-W(e')][f(e')-f(e)]\big\rangle .$$

Since $f$ decreases with energy, the second bracket has the sign of $e-e'$. If $W$ decreases, the right side is not positive, and division by $\langle W\rangle_n\langle1-f\rangle_n$ shows that the carrier term is at most 1. If $W$ increases, the term is at least 1.

**Static screening**

A slowly varying electrostatic potential $\phi$ changes the densities by $\delta n=n'\phi$ and $\delta p=-n'\phi$, where $n'=dn/d\mu$. The induced charge density is $-2n'\phi$. Poisson's equation in a background of permittivity $\varepsilon$ becomes $\varepsilon q^2\phi=4\pi(\rho_{\rm ext}-2n'\phi)$, so

$$\phi=\frac{4\pi\rho_{\rm ext}}{\varepsilon(q^2+\lambda^2)},\qquad \lambda^2=\frac{8\pi n'}{\varepsilon}.$$

This $\lambda^2$ is the long-wavelength limit $q\to0$ of the static response; at momentum transfers well above the carriers' own wavevectors they respond less. The squared Coulomb element is proportional to $(q^2+\lambda^2)^{-2}$, and its logarithmic derivative with respect to $\lambda^2$ is $-2\lambda^2/(q^2+\lambda^2)$, which is negative. The other factor is

$$\frac{d\ln\lambda^2}{d\ln n}=\frac{n''}{n'}\,\frac{n}{n'}=\frac{n\,n''}{n'^2}.$$

It equals 1 for dilute carriers, where $n\propto e^{\mu/kT}$. It tends to $(3/2)(1/2)/(3/2)^2=1/3$ for strongly degenerate ones, where $n\propto\mu^{3/2}$. The explicit screening term in $\gamma$ is therefore negative in this model. Screening also reweights the averages in the carrier terms, so the net change in $\gamma$ has to be computed.

**A channel that filling weakens**

Let a third body, whose density does not depend on $n$, absorb any momentum but negligible energy from the recombining pair (electron 2 and the hole), with a constant vertex and a constant interband overlap. This is a simple model of assisted Auger recombination. Electron 2 releases $E_g+e_2+e_h$, so the hot electron has wavevector $K$ with

$$K^2=2m(E_g+e_1+e_2+e_h).$$

The sum over hot states gives $\int k'^2dk'\,\delta(k'^2/2m-K^2/2m)=mK$ times an integral over directions. Since the third body does not act on electron 1, the Coulomb interaction supplies that electron's whole momentum change. The momentum transfer therefore obeys $q^2=K^2+k_1^2-2Kk_1c$, where $c$ is the cosine of the angle between the two wavevectors. With $a=K^2+k_1^2+\lambda^2$ and $b=2Kk_1$,

$$\frac12\int_{-1}^{1}\frac{dc}{(a-bc)^2}=\frac1{2b}\left[\frac1{a-b}-\frac1{a+b}\right]=\frac1{a^2-b^2}.$$

Expanding $a^2-b^2$ gives

$$w\propto\frac{K}{(K^2-k_1^2)^2+2\lambda^2(K^2+k_1^2)+\lambda^4}.$$

Without screening, $K^2-k_1^2=2m(E_g+e_2+e_h)$ turns this into

$$w\propto\frac{\sqrt{E_g+e_1+e_2+e_h}}{(E_g+e_2+e_h)^2}.$$

This grows with $e_1$, because there are more hot states. It falls with $e_2$ and $e_h$, because a larger energy release demands a larger momentum transfer, and the denominator outweighs the square root. So two carrier terms lie below 1 and one lies above.

The net effect follows to leading order in energy over gap. Each energy contributes $+\tfrac12$ from the root, and $e_2$ and $e_h$ contribute $-2$ each from the denominator. With mean carrier energy $\bar e$,

$$\frac{R}{n^3}\propto1+\left(\tfrac12-\tfrac32-\tfrac32\right)\frac{\bar e}{E_g}=1-\frac52\frac{\bar e}{E_g}.$$

In the cold degenerate limit $\bar e=3\mu/5$ and $\mu\propto n^{2/3}$, so

$$\gamma\simeq3-\frac32\cdot\frac23\,\frac{\mu}{E_g}=3-\frac{\mu}{E_g}.$$

The matrix element has not changed with density here. The carriers have moved to energies where it is smaller. The size of the reduction depends on which carrier the third body acts on, and on the constant overlap assumed: a squared overlap growing as $q^2$ would cancel part of the fall with momentum transfer and bring $\gamma$ closer to 3.

**A channel that filling strengthens**

Now let the carriers conserve momentum among themselves. Label the hole by the wavevector $\mathbf k_h$ of the empty valence state, so the hot electron has $\mathbf k'=\mathbf k_1+\mathbf k_2-\mathbf k_h$. Energy conservation requires

$$|\mathbf k_1+\mathbf k_2-\mathbf k_h|^2=2mE_g+k_1^2+k_2^2+k_h^2.$$

By the Cauchy-Schwarz inequality the left side is at most $3(k_1^2+k_2^2+k_h^2)$. Hence $k_1^2+k_2^2+k_h^2\ge mE_g$, or

$$e_1+e_2+e_h\ge\frac{E_g}{2}.$$

Equality holds for $\mathbf k_1=\mathbf k_2=-\mathbf k_h$, with $E_g/6$ per carrier. When $E_g/2$ is well above the dilute average of $\tfrac92kT$ for three carriers, the process draws on the sparsely filled upper part of the distribution. Moderate filling should then push $\gamma$ above 3.

To evaluate the rate, take the squared interband overlap proportional to $q^2$, its leading small-$q$ form, extended here to all $q$, with $\mathbf q=\mathbf k_2-\mathbf k_h$. Set $\Omega=E_g+e_2+e_h$. Since $\mathbf k'=\mathbf k_1+\mathbf q$, the energy delta function is $\delta(\mathbf k_1\cdot\mathbf q/m+q^2/2m-\Omega)$. It fixes the component of $\mathbf k_1$ along $\mathbf q$ at $k_z=m\Omega/q-q/2$ and supplies a factor $m/q$. With $e_z=k_z^2/2m$, the transverse integral is

$$2\pi m\int_0^\infty de_\perp f(e_z+e_\perp)=2\pi m\,kT\ln\!\left[1+e^{(\mu-e_z)/kT}\right].$$

For the angle between $\mathbf k_2$ and $\mathbf k_h$, $q^2=k_2^2+k_h^2-2k_2k_hc$ gives $|dc|=q\,dq/(k_2k_h)$. This $q$ cancels the $1/q$ above, leaving

$$R\propto\int dk_2\,dk_h\,k_2k_h\,f_2f_h\int_{|k_2-k_h|}^{k_2+k_h}\!dq\,\frac{q^2}{(q^2+\lambda^2)^2}\ln\!\left[1+e^{(\mu-e_z)/kT}\right].$$

Direct Monte Carlo sampling of the nine-dimensional integral, in a hotter test case, agreed with this reduction to 0.3%.

**Numbers**

Take $m=0.1$, $E_g=0.02$ hartree (0.544 eV), $\varepsilon=12$ and $T=300$ K, so $kT=9.50\times10^{-4}$ hartree. These are round model parameters, not those of a named material. The threshold $E_g/2$ is $10.5\,kT$, against the dilute average of $4.5\,kT$. The local powers, with filling alone and then with static screening added, are:

| $n$ (cm⁻³) | assisted: filling | + screening | momentum-conserving: filling | + screening |
|---|---|---|---|---|
| $10^{17}$ | 3.00 | 2.98 | 3.12 | 3.09 |
| $10^{18}$ | 2.97 | 2.89 | 4.03 | 3.93 |
| $3\times10^{18}$ | 2.91 | 2.82 | 5.20 | 5.08 |
| $10^{19}$ | 2.80 | 2.71 | 4.42 | 4.32 |
| $2\times10^{19}$ | 2.70 | 2.62 | 3.31 | 3.23 |

The identity for $\gamma$ was tested against finite differences of the full rate at each density; they agree to about $10^{-6}$. The complete values are in the numerical output below.

In the assisted channel at $2\times10^{19}$ cm⁻³, the carrier terms for electron 1, electron 2 and the hole add up to

$$1.051+0.825+0.825=2.70 .$$

Here $\mu=10.3\,kT=0.49E_g$, so the leading-order formula gives 2.51. It overshoots the reduction because $\mu/E_g$ is no longer small.

Adding screening lowers this $\gamma$ by 0.08. The explicit screening term is $-0.11$, but reweighting raises the sum of carrier terms from 2.70 to 2.73. At $10^{18}$ cm⁻³ this screening lowers $\gamma$ by 0.07 and filling by 0.03; at $2\times10^{19}$ cm⁻³ filling dominates. The comparison at $10^{18}$ cm⁻³ belongs to the long-wavelength $\lambda^2$. The momentum transfer there, about $0.066$ bohr⁻¹, is several times the thermal wavevector $\sqrt{2mkT}=0.014$ bohr⁻¹, and the static (Lindhard) response at that transfer is only about 0.15 of $n'$. With it, screening lowers $\gamma$ by 0.02 at $10^{18}$ cm⁻³, less than filling does, and by 0.12 at $2\times10^{19}$ cm⁻³.

A straight line through two points of a log-log plot reports an average power. For the screened assisted channel, $C=R/n^3$ falls from 0.867 to 0.447 of its dilute value between $10^{18}$ and $2\times10^{19}$ cm⁻³. The average power is

$$3+\frac{\ln(0.447/0.867)}{\ln20}=3-\frac{0.66}{3.00}=2.78 .$$

This is close to your slope, with no other recombination process present. In this model screening is not essential to that conclusion: filling alone gives an average power of 2.87 over the same range, and a local power of 2.80 at $10^{19}$ cm⁻³.

The momentum-conserving channel behaves differently. At $3\times10^{18}$ cm⁻³ its three filling terms are 1.810, 1.696 and 1.696, which sum to 5.20. By $2\times10^{19}$ cm⁻³ the Fermi energy $0.49E_g$ has passed the threshold energy $E_g/6$ per carrier, so the threshold states lie inside the Fermi sea. The terms are then 1.36, 0.97 and 0.97. The power has dropped a long way from its peak but is still above 3. It does not stay there: two of the terms are already below 1, and further filling brings the sum below 3 in this channel too.

**What you can conclude from a slope**

If several processes run in parallel, differentiating $R=\sum_jR_j$ gives $\gamma=\sum_jR_j\gamma_j/\sum_jR_j$, a rate-weighted average. A slope of 2.8 could therefore come from one assisted Auger channel, or from a cubic process mixed with a quadratic one. The slope alone does not distinguish them.

The screening part is less secure than the filling part. The Coulomb interaction transfers an energy of at least $E_g$, whereas static screening assumes that the carriers follow the field. At $2\times10^{19}$ cm⁻³ their plasma energy, $\omega_p=\sqrt{8\pi n/(\varepsilon m)}$, is $0.39E_g$. For collisionless carriers at long wavelength, the response factor is $1-\omega_p^2/\omega^2$. At $\omega=E_g$ this is $1-0.39^2=0.85$, which would strengthen the interaction. The momentum transfers here are not in the long-wavelength limit, so this estimate does not replace the static result. It does warn that static screening may get even the sign of the correction wrong, and in this model it does. With the carriers' Lindhard response taken at the actual momentum transfer and at $\omega=E_g+e_2+e_h$, the assisted $\gamma$ lies slightly above its filling-only value: 2.74 against 2.70 at $2\times10^{19}$ cm⁻³, with an average power of 2.88 rather than 2.78 between $10^{18}$ and $2\times10^{19}$ cm⁻³. The reduction below 3 that remains comes from filling.

The hot-state assumption holds in this example: the occupation at energy $E_g$ above the band edge is about $2\times10^{-5}$ at the highest density. Gap shrinkage with density and non-parabolic bands are left out. Both would alter $w$, and a density-dependent gap would add its own term to $\gamma$.

Non-parabolic bands matter most for the momentum-conserving channel, because they can move its threshold. Take the symmetric two-band form $e(1+e/E_g)=k^2/2m$. Then $E_g/2+e$ is the length of a vector with components $E_g/2$ and $\mathbf k\sqrt{E_g/2m}$. Energy conservation requires the lengths for the three initial carriers to add up to the length for the hot electron. But their sum is at least the length of the vector with components $3E_g/2$ and $\mathbf k'\sqrt{E_g/2m}$, which is already longer than the hot electron's. The process is then forbidden at any density. The large powers found for this channel therefore belong to the parabolic bands assumed here, and a real material needs its own band structure.

## Values computed for the example and the checks

```
band mass 0.1 m_e, permittivity 12.0, T 300 K
gap 0.02 hartree = 0.544 eV; kT 9.5004e-04 hartree
threshold kinetic energy / gap: 0.5000
threshold share per carrier / gap: [0.1667 0.1667 0.1667]
Monte Carlo / reduced integral: 0.9974
largest |gamma identity - difference|: 9.6e-07
n (cm^-3), mu/kT, <1-f>_n, dln(lam2)/dln(n), lam2 (bohr^-2)
 1e+16   -4.369 0.9956 0.9956 3.252e-06
 1e+17   -2.027 0.9575 0.9576 3.128e-05
 1e+18    0.669 0.6990 0.7088 2.283e-04
 3e+18    2.603 0.4513 0.4977 4.423e-04
 1e+19    6.416 0.2242 0.3656 7.324e-04
 2e+19   10.312 0.1432 0.3445 9.355e-04
relaxed: n (cm^-3), gamma filling only, gamma screened,
   C/C0 filling only, C/C0 screened
 1e+16 2.9997 2.9980 0.9997 0.9980
 1e+17 2.9965 2.9817 0.9965 0.9812
 1e+18 2.9676 2.8930 0.9670 0.8665
 3e+18 2.9142 2.8229 0.9099 0.7422
 1e+19 2.7950 2.7097 0.7689 0.5634
 2e+19 2.7008 2.6228 0.6461 0.4473
direct: n (cm^-3), gamma filling only, gamma screened,
   C/C0 filling only, C/C0 screened
 1e+16 3.0118 3.0094 1.0119 1.0094
 1e+17 3.1166 3.0948 1.1244 1.0989
 1e+18 4.0329 3.9262 3.0251 2.5789
 3e+18 5.2016 5.0763 17.6728 13.2038
 1e+19 4.4167 4.3199 230.1906 149.9244
 2e+19 3.3065 3.2313 407.3384 249.9939
carrier terms (e1, e2, h), filling only:
 relaxed 3e+18 cm^-3: 1.0157 0.9492 0.9492
 relaxed 2e+19 cm^-3: 1.0506 0.8251 0.8251
 direct 3e+18 cm^-3: 1.8100 1.6958 1.6958
 direct 2e+19 cm^-3: 1.3634 0.9715 0.9715
screened gamma split at highest density (filling, screening):
 relaxed: 2.7331 -0.1104
 direct: 3.3767 -0.1455
two-point power, 1e18 to 2e19 cm^-3 (filling only, screened):
 relaxed: 2.8654 2.7793
 direct: 4.6366 4.5269
highest density: 2.9637e-06 bohr^-3
plasma energy there: 7.8785e-03 hartree, / gap 0.394
occupation at hot-state edge there: 2.2e-05
```
